# Bilinear and Biquadratic Coupling from the Magnetization Curve of a Symmetric Trilayer: a program that tests the result

```python
"""Bilinear (J1) and biquadratic (J2) coupling of a symmetric trilayer.

Energy per area, two equal layers at in-plane angles a, b from the field B:
  E = -Ms t B (cos a + cos b) + J1 cos(a-b) + J2 cos(a-b)^2
Result under test, with slope = dm/dB at B -> 0 and Bs = saturation field:
  J1 = (Ms t / 4) (Bs + 1/slope),   J2 = (Ms t / 8) (Bs - 1/slope)
m is the moment along B over its saturation value, Ms the magnetization,
t the thickness of one layer.  The variable 'zeeman' is Ms t B.
Areal energies are in mJ/m^2 unless a name says otherwise.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.optimize import brentq, minimize


def energy(a, b, zeeman, j1, j2, k=0.0):
    """k = K t: uniaxial term, positive when the field is on the hard axis."""
    c = np.cos(a - b)
    ca, cb = np.cos(a), np.cos(b)
    return -zeeman * (ca + cb) + j1 * c + j2 * c * c + k * (ca**2 + cb**2)


def gradient(function, x):
    """Derivatives of an energy by the complex-step method."""
    h = 1e-30
    return np.array([function(x + 1j * h * e).imag / h for e in np.eye(len(x))])


# Grid of pair directions: axis angle and opening angle (never exactly 0).
axis = (np.arange(180) * 2 * np.pi / 180 + 0.01)[:, None]
opening = ((np.arange(400) + 0.5) * np.pi / 400)[None, :]
GRID_A, GRID_B = axis + opening / 2, axis - opening / 2


def equilibrium_m(zeeman, j1, j2, k=0.0):
    """Global minimum over both angles: grid search, then refinement."""
    values = energy(GRID_A, GRID_B, zeeman, j1, j2, k)
    i = np.unravel_index(np.argmin(values), values.shape)

    def f(x):
        return energy(x[0], x[1], zeeman, j1, j2, k)

    best = minimize(f, [GRID_A[i], GRID_B[i]], jac=lambda x: gradient(f, x),
                    method="BFGS", options={"gtol": 1e-10})
    return float(np.mean(np.cos(best.x)))


def bisect_field(condition, low, high, steps=22):
    """Field at which condition(field) changes from True to False."""
    for _ in range(steps):
        middle = (low + high) / 2
        if condition(middle):
            low = middle
        else:
            high = middle
    return (low + high) / 2


def simulated_measurement(j1, j2, k=0.0):
    """Slope and saturation field (in zeeman units) from minimization alone."""
    z = 0.01 * j1
    slope = (4 * equilibrium_m(z, j1, j2, k) / z
             - equilibrium_m(2 * z, j1, j2, k) / (2 * z)) / 3
    z_sat = bisect_field(lambda x: equilibrium_m(x, j1, j2, k) < 1 - 1e-4,
                         0.02 * j1, 6 * (j1 + abs(j2)))
    return slope, z_sat


def recover(moment, slope, b_sat):
    return moment * (b_sat + 1 / slope) / 4, moment * (b_sat - 1 / slope) / 8


# Recovery of known constants; tolerance set by the 1e-4 saturation criterion.
worst = 0.0
for j1, j2 in [(1.0, 0.0), (1.0, 0.1), (1.0, 0.4), (1.0, -0.05)]:
    r1, r2 = recover(1.0, *simulated_measurement(j1, j2))
    worst = max(worst, abs(r1 - j1), abs(r2 - j2))
assert worst < 1e-3

# J2 > J1/2: canted remanent state instead of antiparallel alignment.
remanence = equilibrium_m(1e-4, 1.0, 0.6)
assert abs(remanence - np.sqrt((1 - 1 / 1.2) / 2)) < 1e-3

# J2 < -J1/10: saturation by a jump, recovery fails and the data show it.
jump_slope, jump_field = simulated_measurement(1.0, -0.2)
jump_m = equilibrium_m(0.999 * jump_field, 1.0, -0.2)
jump_j1, jump_j2 = recover(1.0, jump_slope, jump_field)
assert jump_m < 0.8 and jump_field * jump_slope < 2 / 3
assert abs(jump_j2 + 0.2) > 0.01

# Hard-axis anisotropy shifts J1 by K t and leaves J2 unchanged.
h1, h2 = recover(1.0, *simulated_measurement(1.0, 0.1, 0.05))
assert abs(h1 - 1.05) < 1e-3 and abs(h2 - 0.1) < 1e-3

# ---- worked example, SI inputs ----
Ms, t = 1.2e6, 3e-9               # A/m, m
slope, Bs = 6.25, 0.240           # 1/T, T
stiffness = 1.5e-11               # J/m
K = 1800.0                        # J/m^3
temperature, patch_side = 300.0, 100e-9
moment = Ms * t * 1e3             # mJ/m^2 per tesla, one layer
B0 = 1 / slope
J1, J2 = recover(moment, slope, Bs)
assert J1 > 2 * J2 > 0
sim_slope, sim_sat = simulated_measurement(J1, J2)
assert abs(sim_slope * moment / slope - 1) < 1e-3
assert abs(sim_sat / moment / Bs - 1) < 1e-3


def curve_m(B):
    return brentq(lambda m: B0 * m + (Bs - B0) * m**3 - B, 0, 1)


fields = [0.04, 0.08, 0.12, 0.16, 0.20]
curve = [curve_m(B) for B in fields]
for B, m in zip(fields, curve):
    assert abs(equilibrium_m(moment * B, J1, J2) - m) < 1e-5

# Anisotropy for the example's numbers.
Kt = K * t * 1e3
BK = 2 * K / Ms
flop_formula = np.sqrt(BK * (B0 - BK))
flop_numeric = bisect_field(
    lambda z: equilibrium_m(z, J1, J2, -Kt) < 0.01, 0.001 * moment,
    0.1 * moment) / moment
assert abs(flop_numeric / flop_formula - 1) < 0.02  # quartic energy omitted

# Twist through the thickness: constants corrected for finite stiffness.
uniform_slope = slope - Ms * t**2 / (6 * stiffness)
difference = moment / (2 * uniform_slope)           # J1 - 2 J2
q = np.sqrt(Ms * Bs / (2 * stiffness))
total = stiffness * q * np.tanh(q * t) * 1e3        # J1 + 2 J2
J1_twist, J2_twist = (total + difference) / 2, (total - difference) / 4


def layered_measurement(j1, j2, cells=24):
    """Slope and saturation field of discretized layers, mirror-symmetric."""
    d = t / cells
    weight = np.full(cells + 1, d)
    weight[[0, -1]] = d / 2

    def f(theta, B):
        c = np.cos(2 * theta[0])
        return (2e3 * stiffness / d * np.sum(np.diff(theta)**2)
                - 2e3 * Ms * B * np.sum(weight * np.cos(theta))
                + j1 * c + j2 * c * c)

    def hessian(theta, B):
        s = 1e-4
        rows = [(gradient(lambda x: f(x, B), theta + s * e)
                 - gradient(lambda x: f(x, B), theta - s * e)) / (2 * s)
                for e in np.eye(cells + 1)]
        h = np.array(rows)
        return (h + h.T) / 2

    B_small = 1e-3
    theta = np.full(cells + 1, np.pi / 2)
    for _ in range(5):
        g = gradient(lambda x: f(x, B_small), theta)
        theta = theta - np.linalg.solve(hessian(theta, B_small), g)
    s_out = np.sum(weight * np.cos(theta)) / t / B_small
    aligned = np.zeros(cells + 1)
    b_out = brentq(lambda B: np.linalg.eigvalsh(hessian(aligned, B))[0],
                   0.05, 0.6, xtol=1e-8)
    return s_out, b_out


layer_slope, layer_sat = layered_measurement(J1_twist, J2_twist)
assert abs(layer_slope / slope - 1) < 1e-3
assert abs(layer_sat / Bs - 1) < 1e-3
_, apparent_J2 = recover(moment, *layered_measurement(J1, 0.0))
apparent_formula = (J1 * 1e-3)**2 * t / (6 * stiffness) * 1e3
assert abs(apparent_J2 / apparent_formula - 1) < 0.03  # leading order in t

# Thermal average of two planar rotors for a patch of finite area.
fine_axis = (np.arange(1080) * 2 * np.pi / 1080)[:, None]
fine_open = ((np.arange(900) + 0.5) * np.pi / 900)[None, :]


def thermal_m(B, area):
    e = energy(fine_axis + fine_open / 2, fine_axis - fine_open / 2,
               moment * B, J1, J2) * 1e-3 * area / (k_boltzmann * temperature)
    w = np.exp(-(e - e.min()))
    return float(np.sum(w * np.cos(fine_axis) * np.cos(fine_open / 2)) / w.sum())


area = patch_side**2
warm_low, warm_sat = thermal_m(0.04, area), thermal_m(Bs, area)
assert abs(thermal_m(0.04, 16 * area) - curve[0]) < abs(warm_low - curve[0]) / 8

print(f"magnetization Ms: {Ms/1e3:.0f} kA/m")
print(f"thickness of each layer t: {t*1e9:.1f} nm")
print(f"initial slope dm/dB: {slope:.2f} 1/T")
print(f"inverse slope B0: {B0*1e3:.1f} mT")
print(f"saturation field Bs: {Bs*1e3:.1f} mT")
print(f"areal moment of one layer Ms t: {Ms*t*1e3:.2f} mA")
print(f"J1 - 2 J2: {moment*B0/2:.4f} mJ/m2")
print(f"J1 + 2 J2: {moment*Bs/2:.4f} mJ/m2")
print(f"J1 recovered: {J1:.4f} mJ/m2")
print(f"J2 recovered: {J2:.4f} mJ/m2")
print(f"J1, J2 converted: {J1*1e-3*1e7/1e4:.4f}, {J2*1e-3*1e7/1e4:.4f} erg/cm2")
print(f"ratio J2/J1: {J2/J1:.3f}")
print(f"slope from two-angle minimization: {sim_slope*moment:.3f} 1/T")
print(f"Bs from two-angle minimization: {sim_sat/moment*1e3:.2f} mT")
for B, m in zip(fields, curve):
    print(f"m at {B*1e3:.0f} mT: {m:.4f}")
print(f"largest recovery error, test pairs with J1=1: {worst:.1e}")
print(f"remanence m for J2/J1=0.6: {remanence:.4f}")
print(f"J2/J1=-0.2: m just below jump: {jump_m:.3f}")
print(f"J2/J1=-0.2: jump field / B0: {jump_field*jump_slope:.3f}")
print(f"J2/J1=-0.2: falsely recovered J1, J2: {jump_j1:.3f}, {jump_j2:.3f}")
print(f"J1 change for +5 mT in Bs: {moment*0.005/4:.5f} mJ/m2")
print(f"J2 change for +5 mT in Bs: {moment*0.005/8:.5f} mJ/m2")
print(f"anisotropy constant K: {K:.0f} J/m3")
print(f"anisotropy field BK: {BK*1e3:.2f} mT")
print(f"hard-axis overestimate of J1, K t: {Kt:.4f} mJ/m2")
print(f"easy-axis spin-flop field, formula: {flop_formula*1e3:.2f} mT")
print(f"easy-axis spin-flop field, minimized: {flop_numeric*1e3:.2f} mT")
print(f"exchange stiffness A: {stiffness*1e12:.1f} pJ/m")
print(f"twist part of slope: {slope-uniform_slope:.3f} 1/T")
print(f"q t at saturation: {q*t:.4f}")
print(f"J1 corrected for twist: {J1_twist:.4f} mJ/m2")
print(f"J2 corrected for twist: {J2_twist:.4f} mJ/m2")
print(f"J2 overestimate relative to corrected: {100*(J2/J2_twist-1):.1f} %")
print(f"layered model slope: {layer_slope:.4f} 1/T")
print(f"layered model Bs: {layer_sat*1e3:.3f} mT")
print(f"apparent J2 at true J2=0, layered: {apparent_J2:.5f} mJ/m2")
print(f"apparent J2 at true J2=0, formula: {apparent_formula:.5f} mJ/m2")
print(f"temperature: {temperature:.0f} K")
print(f"patch side: {patch_side*1e9:.0f} nm")
print(f"J1 area / kT: {J1*1e-3*area/(k_boltzmann*temperature):.0f}")
print(f"thermal m at 40 mT: {warm_low:.4f}")
print(f"thermal m at Bs: {warm_sat:.4f}")
print("success")
```

Running it gives:

```
magnetization Ms: 1200 kA/m
thickness of each layer t: 3.0 nm
initial slope dm/dB: 6.25 1/T
inverse slope B0: 160.0 mT
saturation field Bs: 240.0 mT
areal moment of one layer Ms t: 3.60 mA
J1 - 2 J2: 0.2880 mJ/m2
J1 + 2 J2: 0.4320 mJ/m2
J1 recovered: 0.3600 mJ/m2
J2 recovered: 0.0360 mJ/m2
J1, J2 converted: 0.3600, 0.0360 erg/cm2
ratio J2/J1: 0.100
slope from two-angle minimization: 6.250 1/T
Bs from two-angle minimization: 239.96 mT
m at 40 mT: 0.2428
m at 80 mT: 0.4534
m at 120 mT: 0.6268
m at 160 mT: 0.7709
m at 200 mT: 0.8934
largest recovery error, test pairs with J1=1: 2.2e-04
remanence m for J2/J1=0.6: 0.2888
J2/J1=-0.2: m just below jump: 0.637
J2/J1=-0.2: jump field / B0: 0.490
J2/J1=-0.2: falsely recovered J1, J2: 1.043, -0.179
J1 change for +5 mT in Bs: 0.00450 mJ/m2
J2 change for +5 mT in Bs: 0.00225 mJ/m2
anisotropy constant K: 1800 J/m3
anisotropy field BK: 3.00 mT
hard-axis overestimate of J1, K t: 0.0054 mJ/m2
easy-axis spin-flop field, formula: 21.70 mT
easy-axis spin-flop field, minimized: 21.76 mT
exchange stiffness A: 15.0 pJ/m
twist part of slope: 0.120 1/T
q t at saturation: 0.2939
J1 corrected for twist: 0.3568 mJ/m2
J2 corrected for twist: 0.0316 mJ/m2
J2 overestimate relative to corrected: 14.0 %
layered model slope: 6.2498 1/T
layered model Bs: 239.997 mT
apparent J2 at true J2=0, layered: 0.00431 mJ/m2
apparent J2 at true J2=0, formula: 0.00432 mJ/m2
temperature: 300 K
patch side: 100 nm
J1 area / kT: 869
thermal m at 40 mT: 0.2414
thermal m at Bs: 0.9941
success
```
